# Film Lattice Parameters and Relaxation from 002 and 103 Peak Positions

A ferroelectric film grown on a substrate with a smaller lattice parameter is compressed in its plane until misfit dislocations relieve part of the misfit. The in-plane parameter $a$ then usually lies between that of the substrate, $a_s$, and that of the free film, $a_b$. For barium titanate on strontium titanate these limits differ by roughly 0.009 nm, so an error of 0.001 nm in $a$ changes the inferred relaxation by about 0.11. If $a$ is calculated from the length and direction of the film's 103 vector alone, an error of 0.05° in that direction is enough to cause this. Both a misaligned sample and a tilted film rotate the vector. The 002 and 103 maps of film and substrate together contain enough information to remove the parts of both rotations that lie in the diffraction plane.

## Geometry and the quantities to correct

Let $k=2\pi/\lambda$, let $\omega$ be the angle between incident beam and surface, and let $\tau=2\theta$ be the scattering angle. With $x$ in the surface and $z$ along the outward normal, the wave vectors are

$$\mathbf k_{\rm in}=k(\cos\omega,-\sin\omega),\qquad \mathbf k_{\rm out}=k(\cos(\tau-\omega),\sin(\tau-\omega)).$$

Their difference is $\mathbf Q=\mathbf k_{\rm out}-\mathbf k_{\rm in}$. The sum-to-product identities give

$$Q_x=k[\cos(\tau-\omega)-\cos\omega]=2k\sin\theta\,\sin(\omega-\theta),$$
$$Q_z=k[\sin(\tau-\omega)+\sin\omega]=2k\sin\theta\,\cos(\omega-\theta).$$

With $\psi=\omega-\theta$ these combine into

$$q\equiv Q_z+iQ_x=2k\sin\theta\;e^{i\psi}.$$

A peak given as $(Q_x,Q_z)$, with the convention $Q=2\pi/d$, is therefore converted back to angles by

$$\tau=2\arcsin\frac{|\mathbf Q|}{2k},\qquad \psi=\operatorname{atan2}(Q_x,Q_z).$$

The wavelength used here must be the one with which the instrument software computed $\mathbf Q$. Positive $Q_x$ means $\omega>\theta$, the grazing-exit setting of the 103 reflection.

## Removing the offsets

Suppose that within one map the readings of $\omega$ and $\tau$ are too large by constants $\alpha$ and $\beta$. The constant $\alpha$ includes the sample's mounting error and the part of the substrate miscut that lies in the diffraction plane. Then

$$\tau_{\rm read}=\tau+\beta,\qquad \psi_{\rm read}=\omega+\alpha-\tfrac12(\tau+\beta)=\psi+\alpha-\tfrac12\beta .$$

Both shifts are the same for every peak of the map. For a cubic substrate with known $a_s$, the true angles of reflection $(h0l)$ follow from

$$\sin\frac{\tau_s}{2}=\frac{\lambda\sqrt{h^2+l^2}}{2a_s},\qquad \psi_s=\arctan\frac hl .$$

Subtracting the substrate's discrepancy from the film's reading gives

$$\tau_f=\tau_{f,\rm read}-\tau_{s,\rm read}+\tau_s,\qquad \psi_f=\psi_{f,\rm read}-\psi_{s,\rm read}+\psi_s .$$

For constant $\alpha$ and $\beta$ this involves no approximation. The offsets may differ between the 002 and 103 maps, since each map is corrected by its own substrate peak. Directions are now measured from the substrate's [001] axis.

Shifting the whole map in $\mathbf Q$ until the substrate peak sits at its proper place is a different operation. Differentiating $\ln q=\ln(2k\sin\frac{\tau}{2})+i(\omega-\frac{\tau}{2})$ gives, to first order,

$$q_{\rm read}-q=q\left[i\left(\alpha-\tfrac12\beta\right)+\tfrac12\beta\cot\theta\right].$$

The rigid shift subtracts the substrate's displacement from the film's, and leaves

$$\delta q=i\left(\alpha-\tfrac12\beta\right)(q_f-q_s)+\tfrac12\beta\,(q_f\cot\theta_f-q_s\cot\theta_s).$$

An offset of $\omega$ rotates the map about the origin, and a rotation moves two separated peaks by different vectors. An offset of $2\theta$ also changes the length of $\mathbf Q$. The residual vanishes when the peaks coincide; for small separations in a given direction it is proportional to the separation.

## Lattice parameters and tilt

The film is taken as tetragonal, with $c$ near the normal, no shear, and a rigid tilt $t$ in the diffraction plane. Its reciprocal vectors before tilting are $(2\pi h/a,\,2\pi l/c)$, and the tilt multiplies $q$ by $e^{it}$. The 002 vector has no in-plane component of its own, so its direction is the tilt:

$$t=\psi_{002},\qquad \chi=\psi_{103}-\psi_{002}.$$

Here $\chi$ is the angle between the film's own 103 and 002 vectors. With $Q_{002}$ and $Q_{103}$ the corrected magnitudes $2k\sin(\tau_f/2)$, the components of the untilted vectors give

$$a=\frac{2\pi}{Q_{103}\sin\chi},\qquad c_2=\frac{4\pi}{Q_{002}},\qquad c_3=\frac{6\pi}{Q_{103}\cos\chi}.$$

The same $c$ is thus obtained twice. If the tilt were ignored, $\chi+t$ would replace $\chi$, and since $\sin(\chi+t)\approx\sin\chi\,(1+t\cot\chi)$,

$$\Delta a\approx-a\,t\cot\chi .$$

For a perovskite $\tan\chi=c/(3a)\approx1/3$, so $\cot\chi\approx3$ amplifies the tilt.

## Propagation of peak errors

From $Q=2k\sin(\tau/2)$ follows $dQ/Q=\frac12\cot\theta\,d\tau$. For each measured peak, therefore,

$$d\tau=\frac{2\tan\theta}{Q^2}(Q_x\,dQ_x+Q_z\,dQ_z),\qquad d\psi=\frac{Q_z\,dQ_x-Q_x\,dQ_z}{Q^2}.$$

These two rows form a $2\times2$ matrix $B$, evaluated at the reading. If $V$ is the covariance of $(Q_x,Q_z)$ from the peak fit, the corrected angles of one reflection have covariance

$$A_j=B_fV_fB_f^T+B_sV_sB_s^T .$$

The substrate derivative enters with a minus sign, which disappears in the quadratic form; the errors of the two peaks are assumed independent. Stacking both reflections gives a block-diagonal $4\times4$ matrix $A$ for $y=(\tau_2,\psi_2,\tau_3,\psi_3)$, where 2 and 3 denote 002 and 103.

Taking logarithms of the lattice formulas and differentiating, with $d\chi=d\psi_3-d\psi_2$,

$$d\ln a=-\tfrac12\cot\theta_3\,d\tau_3-\cot\chi\,d\chi,$$
$$d\ln c_2=-\tfrac12\cot\theta_2\,d\tau_2,$$
$$d\ln c_3=-\tfrac12\cot\theta_3\,d\tau_3+\tan\chi\,d\chi,\qquad dt=d\psi_2 .$$

These are the rows of a matrix $G$ for $p=(a,c_2,c_3,t)$, after multiplying the first three by $a$, $c_2$ and $c_3$. The covariance of $p$ is $P=GAG^T$.

## Making the two values of $c$ agree

Let $h=(0,1,-1,0)^T$, so that $h^Tp=c_2-c_3$. The best adjusted vector $\hat p$ minimizes $\frac12(\hat p-p)^TP^{-1}(\hat p-p)$ subject to $h^T\hat p=0$. With a multiplier $\mu$, the stationary condition is $P^{-1}(\hat p-p)+\mu h=0$, or $\hat p=p-\mu Ph$. The constraint fixes $\mu=h^Tp/(h^TPh)$. Hence

$$\hat p=p-g\,(c_2-c_3),\qquad g=\frac{Ph}{h^TPh}.$$

Writing $\hat p=Mp$ with $M=1-gh^T$ and treating $g$ as fixed, the new covariance is

$$\hat P=MPM^T=P-\frac{Ph\,h^TP}{h^TPh}.$$

The two cross terms in the product each subtract the last fraction and the quadratic term adds it back once. The subtracted matrix has no negative diagonal element, so the adjustment does not increase any variance. The ratio

$$z=\frac{c_2-c_3}{\sqrt{h^TPh}}$$

should scatter about zero with unit standard deviation if the model and the stated errors are right.

## Relaxation fraction

With $D=a_b-a_s$,

$$R=\frac{a-a_s}{D},\qquad \frac{\partial R}{\partial a}=\frac1D,\qquad \frac{\partial R}{\partial a_b}=-\frac{a-a_s}{D^2}=-\frac RD .$$

For an independent error $\sigma_b$ of the free-film parameter,

$$\sigma_R^2=\frac{\sigma_a^2+R^2\sigma_b^2}{D^2}.$$

For a coherent film, $R=0$ and the uncertainty of $a_b$ drops out. For a fully relaxed film it enters in full. For a small misfit $D$ the fraction becomes undetermined even if $a$ is well measured, and the linear formula fails once $\sigma_b$ is no longer small compared with $|D|$.

An error in $a_s$ acts twice. It changes $R$ directly, with $\partial R/\partial a_s=(R-1)/D$, and it changes the corrected angles. From $\sin\theta_s\propto1/a_s$ follows $d\tau_s=-2\tan\theta_s\,da_s/a_s$, while $\psi_s$ is unaffected. The unadjusted $a$ therefore obeys

$$\frac{da}{da_s}=\frac{a}{a_s}\,\frac{\tan\theta_{s}}{\tan\theta_{f}}\quad\text{(103 angles)},$$

with analogous expressions for $c_2$ and $c_3$. Applying $M$ to these derivatives gives $d\hat a/da_s$, and in total

$$\frac{dR}{da_s}=\frac{d\hat a/da_s-1+R}{D}.$$

## Pseudocode

```
input: lambda, a_s, a_b, sigma_b
       Q and 2x2 covariance V of 4 peaks
k = 2*pi/lambda
for r in (002, 103):
    for m in (substrate, film):
        tau[m] = 2*asin(|Q[r,m]|/(2k))
        psi[m] = atan2(Qx[r,m], Qz[r,m])
        B[m]   = d(tau,psi)/d(Qx,Qz)
    tau_f[r] = tau[film] - tau[substrate] + tau_s[r]
    psi_f[r] = psi[film] - psi[substrate] + psi_s[r]
    A[r] = sum over m of B[m] V[r,m] B[m]^T
p = (a, c2, c3, t) from tau_f, psi_f
P = G blockdiag(A) G^T
s = h^T P h;   g = P h / s
z = (c2 - c3)/sqrt(s)
p = p - g*(c2 - c3)
P = P - (P h)(P h)^T / s
R = (a - a_s)/(a_b - a_s)
sigma_R = sqrt(P[a,a] + R^2 sigma_b^2)/|a_b - a_s|
return p, P, z, R, sigma_R
```

The work per sample is a fixed number of elementary functions and products of matrices no larger than $4\times4$. There is no iteration and no matrix inversion, so nm and radians can be mixed in $P$ without harm. The sensitive operation is $a-a_s$: rounding $a$ to 0.0001 nm before this subtraction can change $R$ by 0.006 in the example below.

## Worked example

The readings are simulated for a known film with $a=0.3965$ nm, $c=0.4070$ nm and $t=0.030°$, hence $R=0.674$. The offsets $(\alpha,\beta)$ are $(0.20°,0.02°)$ in the 002 map and $(0.30°,0.03°)$ in the 103 map. Fixed peak errors, each smaller than its standard error, were added. The other inputs are $\lambda=0.15406$ nm, $a_s=0.3905$ nm and $a_b=0.3994\pm0.0002$ nm. The readings in nm$^{-1}$ are:

- 002 substrate: $Q_x=0.1073$, $Q_z=32.1923$
- 002 film: $Q_x=0.1228$, $Q_z=30.8871$
- 103 substrate: $Q_x=16.3348$, $Q_z=48.2059$
- 103 film: $Q_x=16.1042$, $Q_z=46.2453$

The standard errors are 0.001 for each substrate component and 0.006 for each film $Q_x$. For the film $Q_z$ they are 0.003 (002) and 0.004 (103).

With $k=40.78401$ nm$^{-1}$, the 002 substrate reading gives $\tau=46.49083°$ and $\psi=0.19097°$, against true values of $46.47206°$ and zero. The discrepancies are $0.01876°$ and $0.19097°$, close to the imposed $\beta=0.020°$ and $\alpha-\beta/2=0.190°$. The film angles become

$$\tau_2=44.50261°-0.01876°=44.48385°,$$
$$\psi_2=0.22779°-0.19097°=0.03682°.$$

For 103 the discrepancies are $0.03038°$ and $0.28425°$, so

$$\tau_3=73.78947°-0.03038°=73.75909°,$$
$$\psi_3=19.19987°-0.28425°=18.91562°.$$

The corrected magnitudes are $Q_{002}=30.87498$ and $Q_{103}=48.95180$ nm$^{-1}$, and $\chi=18.91562°-0.03682°=18.87880°$. In nm,

$$a=\frac{2\pi}{48.95180\times0.323567}=0.396686,$$
$$c_2=\frac{4\pi}{30.87498}=0.407008,\qquad c_3=\frac{6\pi}{48.95180\times0.946205}=0.406956 .$$

The size of $\sigma_a$ can be traced by hand. An error of 0.006 in the film's 103 $Q_x$ gives $0.3967\times0.006/15.84=0.00015$ nm. The same error in the film's 002 $Q_x$ changes the tilt by $0.006/30.87$. Multiplied by $a\cot\chi$, with $\cot\chi=2.92$, this gives 0.00023 nm. With the smaller terms included, $\sigma_a=0.00027$ nm. The tilt correction removes a bias at the price of a random error.

The values of $c$ differ by $0.000053\pm0.000062$ nm, so $z=0.85$ and the data are consistent. The elements of $g$ for $a$ and $c_2$ are 1.624 and 0.457. Thus

$$\hat a=0.396686-1.624\times0.000053=0.396600\ \text{nm},$$
$$\hat c=0.407008-0.457\times0.000053=0.406984\ \text{nm}.$$

The results are $a=0.3966\pm0.0003$ nm (3.966 Å), $c=0.40698\pm0.00003$ nm (4.0698 Å) and $t=0.033°\pm0.010°$. The adjustment lowers $\sigma_a$ to 0.000255 nm. To this the film's 002 peak contributes 0.00019 nm, its 103 peak 0.00016 nm and the substrate peaks 0.00005 nm, added in quadrature. Finally,

$$R=\frac{0.3966-0.3905}{0.3994-0.3905}=0.685,\qquad \sigma_R=\sqrt{0.0287^2+0.0154^2}=0.033,$$

where the two terms come from the peaks and from $a_b$. The known values of $a$, $c$, $t$ and $R$ all lie within one standard error.

## Failure modes

The following shifts refer to the same film with error-free peaks and the unadjusted $a$.

**No substrate correction.** $R$ falls by 0.23. An $\omega$ offset common to both maps would cancel in $\chi$, but here the directions are wrong by $0.285°$ and $0.190°$, and the difference of $0.095°$ is amplified by $\cot\chi$.

**Rigid shift in $\mathbf Q$.** The film peaks are misplaced by 0.004 nm$^{-1}$ (002) and 0.010 nm$^{-1}$ (103), yet $R$ rises by 0.009 only. Both directions come out too small, and the errors partly cancel in $\chi$.

**Tilt ignored.** $a$ falls by 0.0006 nm and $R$ by 0.07, twice the standard error found above.

**A small $z$ is weak evidence for $a$.** An error in $\chi$ changes $c_3$ by $-(c/a)\tan^2\chi\approx-0.12$ times the change of $a$. The 0.0006 nm just mentioned would move $c_3$ by 0.00007 nm, about one standard error of $c_2-c_3$.

If $a$ must be known better, the $\bar103$ peak helps. To first order in $t$, the film's 103 and $\bar103$ peaks have $Q_x=\pm2\pi/a+(6\pi/c)t$, so their difference is $4\pi/a$ and the tilt cancels. With independent errors of 0.006 nm$^{-1}$, the film's contribution to $\sigma_a$ becomes $0.3966\times0.006/(\sqrt2\times15.84)=0.00011$ nm.

## Effects left out, and the real case

Refraction lowers the normal component of each wave vector inside the crystal, from $k_z$ to $\sqrt{k_z^2-2\delta k^2}$. The apparent $Q_z$ is therefore too large by about $\delta k[1/\sin\omega+1/\sin(\tau-\omega)]$. Counting all electrons as free scatterers gives $\delta\approx1.5\times10^{-5}$ for the substrate and $1.7\times10^{-5}$ for the film. When this shift is added to the error-free readings, the reduction returns $R$ too high by 0.0006 and $c$ too low by 0.000006 nm. These errors are small because the substrate peak carries most of the same shift.

A surface displaced by $s$ moves the diffracted beam sideways by $s\sin\tau/\sin\omega$. Without an analyser, at detector distance $L$, this changes $\tau$ by $(s/L)\sin\tau/\sin\omega$. For $s=0.05$ mm and $L=300$ mm, 0.0001 remains in $R$ after correction. The sensitivity to the substrate parameter is $dR/da_s=89$ nm$^{-1}$. Raising $a_s$ as for a 5 K warmer substrate, with a rough expansion coefficient of $10^{-5}$ K$^{-1}$, changes $R$ by 0.002.

The parameters are rough room-temperature values for barium titanate on strontium titanate; the film's state and the peak errors are chosen. In real films $a_b$ need not equal the bulk value, since defects and off-stoichiometry can change the free lattice. With $a_b$ larger by 0.001 nm, the same $a$ gives $R=0.0061/0.0099=0.62$ instead of 0.69. The choice of reference phase matters as well. Replacing the tetragonal $a_b$ by the pseudocubic $(a_b^2c_b)^{1/3}=0.4008$ nm, with $c_b=0.4036$ nm, gives $R=0.59$. This shift is nearly three standard errors, so a relaxation fraction needs its reference stated.

Nor is the room-temperature $R$ the fraction relaxed during growth. If the film is clamped on cooling by 600 K and its expansion coefficient differs from the substrate's by an assumed $10^{-6}$ K$^{-1}$, this mismatch alone changes the difference between the free-film and substrate parameters by about 0.00024 nm. That shifts $R$ by about 0.02 for the present film and by 0.03 for a fully relaxed one. The change of free barium titanate from cubic to tetragonal on cooling matters more. Taken as the difference between the pseudocubic and tetragonal references above, it shortens the free $a$ by about 0.0014 nm. This raises $R$ by 0.09 for the present film and by 0.16 for one fully relaxed during growth. A clamped film need not follow this change, so a film fully relaxed during growth can show $R$ above 1 at room temperature. The assumption of no shear also has a limit. Coherency with a miscut substrate can be met by a rigidly tilted, unsheared cell, but the misfit stress lies in the surface plane and has a shear component on the crystal axes, so a coherent film is in general slightly sheared, by an amount set by its elastic constants. Take such a film with $c\approx0.411$ nm, strained only by displacements along the surface normal, and a miscut of 0.3° in the diffraction plane. The unadjusted $a$ is then almost unaffected, but $c_2-c_3$ becomes about $-0.00008$ nm if the surface normal leans from [001] toward the in-plane component of the 103 vector, and $+0.00008$ nm for the opposite miscut. With the $g$ of the example, the adjustment turns this into an $R$ that is too high or too low, respectively, by about 0.014. This figure belongs to the assumed displacement; with rough single-crystal elastic constants of barium titanate and a shear constant $c_{44}$ between 60 and 120 GPa, the elastic shear is smaller and the error in $R$ is about 0.004 to 0.008.

Finally, one azimuth gives one in-plane parameter. A film with unequal in-plane axes needs the 013 peak as well, and unresolved domains or a strain gradient reduce $a$ to a property of the fitted peak rather than of the whole film.
